# Outgassing of a loaded slab: from inverse-square-root to exponential decay

## Question

I am trying to predict the hydrogen outgassing of a steel sheet during a vacuum bake. The sheet is 2.0 mm thick, both faces are exposed to vacuum, and I assume that it starts with the same hydrogen concentration everywhere. I also assume that diffusion inside the metal is the slow step, so the concentration at each face is zero from the moment the bake begins.

For short times I treat each face as the surface of a half-space and get a flux falling as $t^{-1/2}$. For long times I keep the slowest sine mode and get an exponential. To find the time at which one law hands over to the other, I set the two expressions equal, but my root finder returns nothing. Have I lost a factor, and if not, what is the crossover time? I would also like to know how far to trust the zero surface concentration.

My rough inputs are a loading of 0.30 Torr L/cm³ of H₂, with the gas measured at 296 K, a bake at 300 °C (573.15 K), and a diffusivity $D=(0.010\ \mathrm{cm^2/s})\exp(-0.55\ \mathrm{eV}/k_BT)$.

## Answer

You need not have lost a factor: the correct expressions have no intersection. To see why, and to find a useful replacement for the intersection, write the same flux in two ways, one suited to late times and one to early times.

### The late-time form

Let the sheet occupy $0<x<L$, with faces large enough for one-dimensional transport. For constant, uniform $D$,

$$\partial_t c=D\,\partial_x^2c,\qquad c(0,t)=c(L,t)=0,\qquad c(x,0)=c_0 .$$

Any reversible trapping is taken to be absorbed in a constant effective $D$, which requires traps that are far from full and exchange hydrogen quickly with the lattice. Fick's flux in the $+x$ direction is $-D\partial_xc$. Gas leaves the face $x=0$ in the $-x$ direction, so the outgassing flux per face is $q=+D\,\partial_xc|_{x=0}$. By symmetry the other face emits the same flux.

The functions $\sin(m\pi x/L)$ vanish at both faces, and each decays as $\exp(-m^2\pi^2Dt/L^2)$. The initial amplitude of mode $m$ is

$$b_m=\frac2L\int_0^Lc_0\sin\frac{m\pi x}{L}\,dx=\frac{2c_0}{m\pi}\,(1-\cos m\pi),$$

which is $4c_0/(m\pi)$ for odd $m$ and zero for even $m$. With the dimensionless time $\theta=Dt/L^2$,

$$c(x,t)=\sum_{m\ \mathrm{odd}}\frac{4c_0}{m\pi}\sin\frac{m\pi x}{L}\,e^{-m^2\pi^2\theta}.$$

Differentiation at $x=0$ multiplies each term by $m\pi/L$, which cancels the $m\pi$ in the denominator:

$$q=\frac{4Dc_0}{L}\sum_{m\ \mathrm{odd}}e^{-m^2\pi^2\theta}. \tag{1}$$

The first term is the late law,

$$q_l=\frac{4Dc_0}{L}e^{-t/\tau_1},\qquad \tau_1=\frac{L^2}{\pi^2D}. \tag{2}$$

### The early-time form

At small $\theta$ many modes contribute to (1), so a different expansion is needed. Take the Laplace transform in time, $\tilde c=\int_0^\infty e^{-st}c\,dt$. The diffusion equation becomes $s\tilde c-c_0=D\tilde c''$. With $\kappa=\sqrt{s/D}$, the solution symmetric about the mid-plane and zero at the faces is

$$\tilde c=\frac{c_0}{s}\left[1-\frac{\cosh\kappa(x-L/2)}{\cosh(\kappa L/2)}\right].$$

At $x=0$ the derivative of the cosh is $\kappa\sinh(-\kappa L/2)$. Its minus sign cancels the one in the bracket, so

$$\tilde q=\frac{Dc_0\kappa}{s}\tanh\frac{\kappa L}{2}=c_0\sqrt{\frac Ds}\,\tanh\frac{\kappa L}{2}.$$

Now set $z=e^{-\kappa L}$, which is smaller than one for $s>0$. Then

$$\tanh\frac{\kappa L}{2}=\frac{1-z}{1+z}=(1-z)(1-z+z^2-\dots)=1+2\sum_{n=1}^{\infty}(-1)^nz^n .$$

Each term of $\tilde q$ has the form $e^{-a\sqrt s}/\sqrt s$ with $a=nL/\sqrt D$. Its inverse is $e^{-a^2/4t}/\sqrt{\pi t}$. To verify this, transform the latter with $t=u^2$ and $b=a/2$:

$$\int_0^\infty\frac{e^{-st-a^2/4t}}{\sqrt{\pi t}}\,dt=\frac{2}{\sqrt\pi}I(b),\qquad I(b)=\int_0^\infty e^{-su^2-b^2/u^2}du .$$

Differentiation gives $I'(b)=-2b\int_0^\infty u^{-2}e^{-su^2-b^2/u^2}du$. The substitution $u=b/(\sqrt s\,v)$ exchanges the two terms in the exponent and turns $u^{-2}du$ into $(\sqrt s/b)\,dv$, once the limits are put back in order. Hence $I'=-2\sqrt s\,I$. Since $I(0)=\sqrt\pi/(2\sqrt s)$, we have $I(b)=\sqrt\pi\,e^{-2b\sqrt s}/(2\sqrt s)$, which confirms the pair.

Here $a^2/4t=n^2L^2/(4Dt)=n^2/(4\theta)$, and therefore

$$q=c_0\sqrt{\frac{D}{\pi t}}\left[1+2\sum_{n=1}^{\infty}(-1)^ne^{-n^2/4\theta}\right]. \tag{3}$$

The prefactor is the early law, $q_s=c_0\sqrt{D/\pi t}$. It does not contain $L$, because at early times a face has not yet felt the finite thickness. The sum in (3) supplies that information.

### Why there is no intersection

Every term in (1) is positive, so dropping all but the first gives $q>q_l$. The terms of the sum in (3) alternate in sign and decrease in size, starting with a negative one, so the sum is negative and $q<q_s$. For every $t>0$,

$$q_l<q<q_s .$$

Two curves separated by a third cannot meet, and your root finder had no root to find. Equating the laws is therefore not a possible definition of the crossover.

### Closest approach as the crossover

Fluxes that vary over decades are naturally compared by their ratio. Because $\sqrt{D/t}=D/(L\sqrt\theta)$, the early law is also $q_s=(Dc_0/L)/\sqrt{\pi\theta}$, and

$$\ln\frac{q_s}{q_l}=\pi^2\theta-\tfrac12\ln\theta-\ln(4\sqrt\pi).$$

Its derivative is $\pi^2-1/(2\theta)$, and its second derivative, $1/(2\theta^2)$, is positive. There is thus a single minimum, at

$$\theta_c=\frac1{2\pi^2}=0.0507,\qquad \boxed{t_c=\frac{L^2}{2\pi^2D}=\frac{\tau_1}{2}} .$$

On a log-log plot the early law has slope $-1/2$ and the late law has slope $-\pi^2\theta=-t/\tau_1$. At $t_c$ the slopes agree, so the curves run parallel there with a small gap:

$$\left.\frac{q_s}{q_l}\right|_{t_c}=\frac{e^{1/2}\sqrt{2\pi^2}}{4\sqrt\pi}=\sqrt{\frac{\pi e}{8}}=1.033 .$$

The errors of the two laws, relative to the full flux, follow from the first neglected terms. At $t_c$ the exponent $1/(4\theta)$ is $\pi^2/2$, so $q_s$ is high by about $2e^{-\pi^2/2}$. The second mode in (1) is smaller than the first by $e^{-8\pi^2\theta}=e^{-4}$, so $q_l$ is low by about that fraction. The full sums give $+1.46\%$ and $-1.80\%$.

The first error shrinks towards earlier times and the second towards later times. Using $q_s$ before $t_c$ and $q_l$ after it therefore reproduces the ideal flux to within 2% throughout. If you prefer equal errors at the switch, move it to $\theta=0.0519$, where each law is off by 1.64%. The exact switching point hardly matters.

The slope of the true flux is not quite $-1/2$ at $t_c$. With $z_1=e^{-1/4\theta}$ and $q\simeq q_s(1-2z_1)$,

$$\frac{d\ln q}{d\ln t}\simeq-\frac12-\frac{2z_1}{4\theta(1-2z_1)}=-0.572 .$$

It steepens steadily afterwards and passes $-1$ at $\theta=0.101$, very near $t=\tau_1$. A short stretch of data around $\tau_1$ can thus look like a $1/t$ law, but in this model that is a tangent to a bending curve and not a separate regime.

### How much gas has left

Early on, the two faces together have released the fraction

$$\frac{2}{c_0L}\int_0^tc_0\sqrt{\frac{D}{\pi t'}}\,dt'=\frac{4}{L}\sqrt{\frac{Dt}{\pi}}=4\sqrt{\frac\theta\pi}.$$

At $\theta_c$ this is 0.508; a direct numerical solution of the diffusion equation gives 0.507. The crossover comes when about half the gas has gone, which is when the depletion zones from the two faces overlap appreciably.

For the late inventory, integrate the slowest mode over the thickness. Since $\int_0^L\sin(\pi x/L)\,dx=2L/\pi$, the fraction remaining is approximately $(8/\pi^2)e^{-t/\tau_1}$.

If one face is sealed, its boundary condition is $\partial_xc=0$. That is what symmetry imposes at the mid-plane of your sheet. A wall of thickness $\ell$ with one open face is therefore half of a slab with $L=2\ell$, and its crossover is at $2\ell^2/(\pi^2D)$, four times later than for the same wall with both faces open at the same $D$.

### Your sheet

At 573.15 K your expression gives $D=1.458\times10^{-7}$ cm²/s. With $L=0.20$ cm,

$$\tau_1=\frac{0.040}{\pi^2(1.458\times10^{-7})}\ \mathrm{s}=7.72\ \mathrm h,\qquad t_c=\frac{\tau_1}{2}=1.39\times10^4\ \mathrm s=3.86\ \mathrm h .$$

The two laws at that time, in Torr L/(s cm²), are

$$q_s=0.30\sqrt{\frac{1.458\times10^{-7}}{\pi(1.390\times10^4)}}=5.48\times10^{-7},$$

$$q_l=\frac{4(1.458\times10^{-7})(0.30)}{0.20}\,e^{-1/2}=5.31\times10^{-7}.$$

The full flux lies between them at $5.40\times10^{-7}$ Torr L/(s cm²), or $7.20\times10^{-4}$ Pa m³/(s m²). At other times, in units of $10^{-7}$ Torr L/(s cm²):

| Time (h) | Full | Early law | Late law |
|---:|---:|---:|---:|
| 0.10 | 34.1 | 34.1 | 8.64 |
| 1.00 | 10.8 | 10.8 | 7.69 |
| 3.86 | 5.40 | 5.48 | 5.31 |
| 7.72 | 3.22 | 3.88 | 3.22 |
| 24.0 | 0.391 | 2.20 | 0.391 |

Extending the $t^{-1/2}$ law to a full day would overestimate the flux by a factor of 5.6. Stopping the bake after an hour, on the other hand, would leave you with no sign of the exponential.

The same sheet at 296 K has $D=4.32\times10^{-12}$ cm²/s and $t_c$ of about 15 years. If diffusion still controlled the release, a sheet never baked would stay on the $t^{-1/2}$ branch for any ordinary pumping time. That is a statement about the diffusion time; I have not tested the surface condition at 296 K.

### When the surface concentration is not zero

Hydrogen is dissolved as atoms, which must pair up at the surface before they leave. Let the outgoing atomic flux be $Kc_s^2$, where $c_s$ is the atomic concentration just below the surface. Diffusion must supply this flux, so a finite flux requires a finite $c_s$. Scale concentrations by the initial value, $u=c/c_0$, and the flux as $j=qL/(Dc_0)$. Counting atoms instead of molecules doubles both $q$ and $c_0$ and leaves $j$ unchanged. The surface condition is then

$$j=Wu_s^2,\qquad W=\frac{Kc_0L}{D}\quad(c_0\text{ in atoms}).$$

Here $c_s$ and $c_0$ count all the hydrogen, trapped or not. Only the lattice part recombines, so with traps $K$ is the lattice value times the square of the lattice fraction. Take $K=10^{-21}$ cm⁴/s as a rough value, uncertain by orders of magnitude. Your loading is $1.96\times10^{19}$ atoms/cm³, so $W=2.7\times10^4$. At $t_c$ the scaled flux is

$$j=\frac{(5.403\times10^{-7})(0.20)}{(1.458\times10^{-7})(0.30)}=2.47,$$

and $u_s=\sqrt{j/W}=0.0096$. The surface is nearly empty. A numerical solution with this boundary condition puts the flux 0.5% below the ideal one.

The approximation fails at the very start of the bake, where the ideal flux diverges but recombination can carry no more than $j=W$, since $u_s\le1$. It improves as the flux falls, and later it deteriorates again. In the slowest mode the mid-plane concentration is $u_m=(4/\pi)e^{-t/\tau_1}$ and the flux is $j=\pi u_m$, so

$$\frac{u_s}{u_m}=\sqrt{\frac{\pi}{Wu_m}} .$$

This ratio grows as the sheet empties, because recombination is quadratic in concentration while diffusion is linear. The exponential law needs this ratio itself to be small, and because of the square root that demands a very large $Wu_m/\pi$. At $5\tau_1$, $Wu_m/\pi$ is still 73, yet the ratio is about 0.12 and the numerical flux is 14% above the ideal value.

The sign of that change can be derived. To leading order $u_s\propto\sqrt j\propto e^{-\pi^2\theta/2}$. A correction $v$ to the concentration that follows this surface value must satisfy $v''=-(\pi^2/2)v$, with primes denoting derivatives in $y=x/L$. The symmetric solution is

$$v=u_s\,\frac{\cos[\pi(y-1/2)/\sqrt2]}{\cos[\pi/(2\sqrt2)]},\qquad v'(0)=\frac{\pi}{\sqrt2}\tan\!\left(\frac{\pi}{2\sqrt2}\right)u_s\approx4.5\,u_s .$$

It is largest at the mid-plane: gas held back earlier is still inside and now adds to the flux. Relative to $j=\pi u_m$ the addition is $1.4\,u_s/u_m$, about 17% at $5\tau_1$. The numerical value is lower, 14%, mainly because the initial transient reduces the amplitude of the slowest mode by a constant 2.3%; higher orders in $u_s/u_m$ remove a further 0.2 points.

At $10\tau_1$ the numerical flux is 3.1 times the ideal one. Eventually diffusion levels the concentration to a nearly uniform $\bar u$, and both faces drain it by recombination:

$$\frac{d\bar u}{d\theta}=-2W\bar u^2\ \Rightarrow\ \bar u\simeq\frac{1}{2W\theta}\ \Rightarrow\ j=W\bar u^2\simeq\frac{1}{4W\theta^2}.$$

The last stage is therefore another power law, $t^{-2}$. The numerical solution has a log slope of $-2.03$ between $\theta=100$ and $200$. The limit is approached slowly: at $\theta=10$, about a month at bake temperature for your sheet, the slope is still $-2.3$. It is therefore of little practical use here, but it shows that the exponential occupies a finite window.

### Comparison with a real bake

Your inputs are in the rough range of austenitic chamber steel, and a bake near 300 °C is a realistic setting. The results describe dissolved hydrogen and leave out water and other gases adsorbed on the surface. The least secure assumption is fast recombination, since $K$ depends on the oxide and the cleanliness of the surface. If $K$ is a hundred times smaller, with everything else fixed, the flux is 5% below the ideal value at $t_c$ but 2.3 times the ideal value at $5\tau_1$. The flux near $t_c$ then survives reasonably well, but neither law remains clean: at 0.1 h the flux is about 15% low with a log slope of $-0.46$, and the local decay rate is $0.90/\tau_1$ at $\tau_1$ and only $0.64/\tau_1$ at $5\tau_1$. A forecast of the final outgassing rate does not survive. If $K$ is a thousand times smaller, the flux is 18% low at $t_c$ and 4.9 times the ideal value at $5\tau_1$.

Temperature matters more for $t_c$ itself. A sheet 10 K colder than intended has a crossover 22% later. During heating, define $\eta=\int_0^tD(t')\,dt'$. Since $\partial_tc=D(t)\,\partial_\eta c$, the equation becomes $\partial_\eta c=\partial_x^2c$, and $\theta$ is replaced by $\eta/L^2$. The prefactor $D$ in (1) is the value at that moment, so in the ramp below the flux from your sheet falls for only about two minutes and then rises until the bake temperature is reached. Afterwards the $t^{-1/2}$ law holds in the equivalent time $\eta/D$, with $D$ at bake temperature, and not in clock time. A linear one-hour ramp from 296 K counts as 0.16 h at bake temperature. Measured from the start of heating, your crossover is then at $1.00+(3.86-0.16)=4.70$ h.

Residual hydrogen can also dissolve back into the metal. Suppose the sheet measures 100 cm by 50 cm, giving $10^4$ cm² for both faces, and is pumped at 100 L/s with no other gas source. At $t_c$ the pressure, for gas at 296 K, is

$$p=\frac{(5.40\times10^{-7})(10^4)}{100}=5.4\times10^{-5}\ \mathrm{Torr}.$$

With a rough solubility of 0.010 Torr L/cm³ per $\sqrt{\mathrm{Torr}}$, the surface concentration in equilibrium with this gas is $0.010\sqrt p=7.3\times10^{-5}$ Torr L/cm³, or $2.4\times10^{-4}$ of the initial loading. At $5\tau_1$ it is still only 0.3% of the mid-plane concentration. In molecular flow the pressure at the hot sheet can be about $\sqrt{573/296}=1.4$ times higher, which raises these concentrations by about 18%. The edges add 0.6% to the emitting area. For these conditions both effects are small beside the uncertainties in temperature and $K$.

For planning the bake, take the change from $t^{-1/2}$ to exponential decay at roughly 4 h at full temperature, and measure the late flux before relying on the exponential over many time constants. The numerical output below gives the values behind these estimates.

## Values computed for the example and the checks

```
Scaled crossover time D t_c/L^2: 0.05066
Numerical closest approach: 0.05066
Early/late law ratio at t_c: 1.0332
Early law error at t_c: +1.46 %
Late law error at t_c: -1.80 %
Equal-error scaled time: 0.05186
Error of each law there: 1.64 %
True log slope at t_c: -0.572
Scaled time where log slope is -1: 0.10104
Released fraction at t_c, direct: 0.5074
Released fraction at t_c, early law: 0.5079
Thickness: 2.0 mm
H2 loading: 0.30 Torr L/cm3 (at 296 K)
D prefactor: 0.010 cm2/s; barrier: 0.55 eV
Bake temperature: 573.15 K
D at bake: 1.458e-07 cm2/s
Exponential time constant tau1: 7.72 h
Crossover time t_c: 3.86 h = 1.390e+04 s
Flux at t_c: 5.403e-07 Torr L/(s cm2)
Flux at t_c in SI: 7.204e-04 Pa m3/(s m2)
Time (h), then full, early, late flux in Torr L/(s cm2):
    0.10  3.406e-06  3.406e-06  8.636e-07
    1.00  1.077e-06  1.077e-06  7.686e-07
    3.86  5.403e-07  5.482e-07  5.306e-07
    7.72  3.219e-07  3.877e-07  3.218e-07
   24.00  3.908e-08  2.199e-07  3.908e-08
   48.00  1.746e-09  1.555e-07  1.746e-09
D at 296 K: 4.321e-12 cm2/s
t_c at 296 K: 14.9 years
Recombination coefficient K: 1.0e-21 cm4/s
Atomic hydrogen loading: 1.957e+19 cm^-3
Recombination number W: 2.685e+04
Surface/initial concentration at t_c: 0.0096
Flux change at t_c: -0.53 % (K), -5.43 % (K/100)
Flux change at 5 tau1: +14.18 % (K), +134.62 % (K/100)
Flux change at 10 tau1: +210.89 % (K), +3056.00 % (K/100)
Largest mesh shift, K case, 200 to 400 cells: 0.005 points
Log slope of final recombination tail: -2.028
Sheet: 100 x 50 cm; pump: 100 L/s
H2 pressure at t_c: 5.40e-05 Torr
Solubility: 0.010 Torr L/cm3 per sqrt(Torr)
Re-dissolved/initial concentration at t_c: 2.45e-04
Re-dissolved/mid-plane concentration at 5 tau1: 2.98e-03
Heating ramp: 1.0 h; bake equivalent: 0.159 h
Change of t_c if 10 K colder: +21.9 %
Edge area/face area: 0.60 %
```
